# Optical weight of a half-filled chain of tilted p orbitals: a program that tests the result

```python
# RESULT UNDER TEST
# A half-filled chain of p orbitals, all tilted by theta from the chain axis,
# has hopping t = Vs cos^2(theta) + Vp cos(phi) sin^2(theta), and its p-band
# optical weight is proportional to -K = 4|t|/pi per atom.  Tilting therefore
# lowers the weight by g = |t|/Vs, provided the orbital direction is pinned.
# Symbols: Vs, Vp = sigma and pi hopping (eV); phi = azimuth difference of
# neighbours; K = hopping energy per atom (eV); a = spacing (angstrom);
# D = energy of the orthogonal p orbital; delta = relative bond alternation.
# Lengths inside the chain models are in units of a.
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ellipe

Vs, Vp, a = 2.0, -0.3, 3.0
theta, delta = np.radians(25.0), 0.2


def hopping(angle, phi=0.0, vs=Vs, vp=Vp):
    return vs * np.cos(angle)**2 + vp * np.cos(phi) * np.sin(angle)**2


t = hopping(theta)
g = abs(t) / Vs

# --- Angular law: two-centre integrals of tilted p orbitals on a 3D grid
step, bond = 0.3, 6.0
gx = np.arange(-7.95, 14.0, step)
gy = (np.arange(52) - 25.5) * step
X, Y, Z = np.meshgrid(gx, gy, gy, indexing="ij")
rA = np.sqrt(X**2 + Y**2 + Z**2)
rB = np.sqrt((X - bond)**2 + Y**2 + Z**2)
weight3d = -(np.exp(-rA**2) + np.exp(-rB**2)) * np.exp(-rA - rB) * step**3


def two_centre(n1, n2):
    left = n1[0] * X + n1[1] * Y + n1[2] * Z
    right = n2[0] * (X - bond) + n2[1] * Y + n2[2] * Z
    return np.sum(left * right * weight3d)


int_s = two_centre((1, 0, 0), (1, 0, 0))
int_p = two_centre((0, 1, 0), (0, 1, 0))
assert int_s > 0 > int_p and abs(int_p) < int_s
for ang, phi in [(theta, 0.0), (0.7, 1.2), (1.1, np.pi)]:
    n1 = (np.cos(ang), np.sin(ang), 0.0)
    n2 = (np.cos(ang), np.sin(ang) * np.cos(phi), np.sin(ang) * np.sin(phi))
    direct = two_centre(n1, n2)
    assert abs(direct - hopping(ang, phi, int_s, int_p)) < 1e-9 * int_s
angles = np.linspace(0.01, np.pi / 2, 300)
for phi in np.linspace(0, np.pi, 13):
    assert np.all(np.abs(hopping(angles, phi)) < Vs)
theta_zero = np.arctan(np.sqrt(Vs / abs(Vp)))
fall = np.abs(hopping(np.linspace(0, theta_zero, 200)))
assert np.all(np.diff(fall) < 0)
assert abs(hopping(np.pi / 2)) > abs(hopping(theta_zero)) + 0.1

# --- Interacting open cluster: six atoms, three electrons of each spin
L = 6
configs = list(combinations(range(L), 3))
index = {c: i for i, c in enumerate(configs)}
occ_c = np.array([[float(s in c) for s in range(L)] for c in configs])
hop1 = np.zeros((len(configs), len(configs)))
for c in configs:
    for s in range(L - 1):
        if s in c and s + 1 not in c:
            new = tuple(sorted((set(c) - {s}) | {s + 1}))
            hop1[index[new], index[c]] = hop1[index[c], index[new]] = 1.0
one = np.eye(len(configs))
hop2 = np.kron(hop1, one) + np.kron(one, hop1)
pos1 = occ_c @ np.arange(L)
position = (pos1[:, None] + pos1[None, :]).ravel()
double = (occ_c @ occ_c.T).ravel()
stag1 = occ_c @ (-1.0)**np.arange(L)
staggered = (stag1[:, None] + stag1[None, :]).ravel()


def cluster(scale, repulsion, site):
    ham = scale * Vs * hop2 + np.diag(repulsion * double + site * staggered)
    energy, states = np.linalg.eigh(ham)
    ground = states[:, 0]
    minus_k = -scale * Vs * ground @ hop2 @ ground
    return ham, energy, states, minus_k


U, site_energy = 2.0, 0.3
ham, energy, states, mk_full = cluster(1.0, U, site_energy)
ground = states[:, 0]
dipole = states.T @ (position * ground)
spectral = np.sum((energy - energy[0]) * dipole**2)
assert abs(spectral - 0.5 * mk_full) < 1e-9
kick = 0.3
kicked = np.exp(1j * kick * position) * ground
gain = np.vdot(kicked, ham @ kicked).real - energy[0]
assert abs(gain - mk_full * (1 - np.cos(kick))) < 1e-9
scales = [0.2, 0.4, 0.6, g, 0.9, 1.0]
mk_scan = np.array([cluster(s, U, site_energy)[3] for s in scales])
assert np.all(np.diff(mk_scan) > 0)
assert np.all(mk_scan / mk_full <= np.array(scales) + 1e-10)
cluster_ratio = mk_scan[3] / mk_full
free_ratio = cluster(g, 0, 0)[3] / cluster(1, 0, 0)[3]
assert abs(free_ratio - g) < 1e-9


# --- Half-filled uniform chain: bulk energy from two finite open chains
def chain_energy(hops):
    levels = eigvalsh_tridiagonal(np.zeros(len(hops) + 1), hops)
    return 2 * np.sum(levels[:len(levels) // 2])


# a step of four atoms keeps the same end effect in both chains
bulk = (chain_energy(np.full(1203, t)) - chain_energy(np.full(1199, t))) / 4
mk0, mk1 = 4 * Vs / np.pi, 4 * abs(t) / np.pi
assert abs(-bulk - mk1) < 1e-5


# --- Two p orbitals per atom; the orthogonal one lies at energy D
def pinned(angle, D, nk=8000):
    k = (np.arange(nk) + 0.5) * 2 * np.pi / nk
    c, s = np.cos(angle), np.sin(angle)
    rot = np.array([[c, -s], [s, c]])
    V = rot.T @ np.diag([Vs, Vp]) @ rot

    def bloch(q):
        return 2 * np.cos(q)[:, None, None] * V + np.diag([0.0, D])

    E, S = np.linalg.eigh(bloch(k))
    filled = np.zeros(2 * nk, bool)
    filled[np.argsort(E.ravel(), kind="stable")[:nk // 2]] = True
    filled = filled.reshape(nk, 2)
    h = 2e-4
    curve = (np.linalg.eigvalsh(bloch(k + h))
             + np.linalg.eigvalsh(bloch(k - h)) - 2 * E) / h**2
    drude = 2 / nk * np.sum(curve[filled])
    vel = np.einsum("ki,ij,kj->k", S[:, :, 0], V, S[:, :, 1])
    vel = vel * (-2 * np.sin(k))
    active = filled[:, 0] ^ filled[:, 1]
    gap = E[:, 1] - E[:, 0]
    inter = 2 / nk * np.sum(2 * vel[active]**2 / gap[active])
    local = np.einsum("kin,ij,kjn->kn", S, V, S) * 2 * np.cos(k)[:, None]
    total = -2 / nk * np.sum(local[filled])
    return drude, inter, total, gap[active].min()


D_min = 2 * Vs * abs(Vp) / t
D_example = 3.0
drude, inter, total, onset = pinned(theta, D_example)
assert abs(drude + inter - total) < 1e-4
assert abs(drude - mk1) < 1e-4
assert onset >= D_example - 1e-9
assert abs(pinned(theta, 1.05 * D_min)[0] - mk1) < 1e-4
assert abs(pinned(theta, 0.8 * D_min)[0] - mk1) > 0.01
free0, free1 = pinned(0.0, 0.0)[2], pinned(theta, 0.0)[2]
assert abs(free0 - free1) < 1e-8 and free1 - mk1 > 0.2


# --- Dimerized chain: optical transitions from numerical Bloch states
def transitions(hop, shift=0.0, nk=20000):
    k = (np.arange(nk) + 0.5) * np.pi / nk
    t1, t2 = hop * (1 + delta), hop * (1 - delta)
    d1, d2 = 1 - shift, 1 + shift
    f = t1 * np.exp(1j * k * d1) + t2 * np.exp(-1j * k * d2)
    df = 1j * (d1 * t1 * np.exp(1j * k * d1) - d2 * t2 * np.exp(-1j * k * d2))
    H = np.zeros((nk, 2, 2), complex)
    H[:, 0, 1], H[:, 1, 0] = f, f.conj()
    E, S = np.linalg.eigh(H)
    v = (S[:, 0, 0].conj() * df * S[:, 1, 1]
         + S[:, 1, 0].conj() * df.conj() * S[:, 0, 1])
    omega = E[:, 1] - E[:, 0]
    return omega, 2 * np.abs(v)**2 / omega / nk


def window(hop, cutoff):
    s2 = ((cutoff / (4 * hop))**2 - delta**2) / (1 - delta**2)
    end = np.arcsin(np.sqrt(np.clip(s2, 0, 1)))
    return quad(lambda q: 4 * hop * delta**2 / np.pi
                / (np.sin(q)**2 + delta**2 * np.cos(q)**2)**1.5, 0, end)[0]


om0, w0 = transitions(Vs)
om1, w1 = transitions(t)
dim0, dim1 = w0.sum(), w1.sum()
for hop, om, w in [(Vs, om0, w0), (t, om1, w1)]:
    assert abs(w.sum() - 4 * hop / np.pi * ellipe(1 - delta**2)) < 1e-6
    assert abs(om.min() - 4 * hop * delta) < 1e-5
    for cut in (1.8, 4.0):
        assert abs(w[om < cut].sum() / window(hop, cut) - 1) < 5e-3
assert abs(dim1 / dim0 - g) < 1e-9
crossover = brentq(lambda c: window(t, c) - window(Vs, c), 1.7, 4.0)
for cut in np.linspace(1.3, 8.0, 60):
    difference = window(t, cut) - window(Vs, cut)
    assert difference * (crossover - cut) > 0

# --- Units: permittivity, plasma energy and integrated conductivity
coulomb = const.e / const.epsilon_0 * 1e10       # e^2/epsilon_0, eV angstrom
eps0 = 1 + coulomb / a * np.sum(w0 / om0**2)
eps1 = 1 + coulomb / a * np.sum(w1 / om1**2)
assert abs((eps1 - 1) / (eps0 - 1) - 1 / g) < 1e-8
to_weight = np.pi / 2 * const.e**2 / const.hbar / (a * 1e-10) / 100


def plasma(minus_k):
    return np.sqrt(coulomb / a * minus_k)


# --- Sizes of neglected effects
def thermal(hop, kelvin):
    kT = const.k * kelvin / const.e
    return quad(lambda q: 4 * hop / np.pi * np.cos(q)
                * np.tanh(hop * np.cos(q) / kT), 0, np.pi / 2,
                epsabs=1e-11, limit=200)[0]


heat300 = 100 * (thermal(t, 300) / mk1 - 1)
heat900 = 100 * (thermal(t, 900) / mk1 - 1)
rng = np.random.default_rng(7)
spread = 8.0
tilts = theta + np.radians(spread) * rng.standard_normal(2000)
rough = (Vs * np.cos(tilts[:-1]) * np.cos(tilts[1:])
         + Vp * np.sin(tilts[:-1]) * np.sin(tilts[1:]))
rough_ratio = chain_energy(rough) / chain_energy(np.full(1999, Vs))
uneven0 = transitions(Vs, delta / 2)[1].sum()
uneven1 = transitions(t, delta / 2)[1].sum()
assert abs(uneven1 / uneven0 - g) < 1e-9

print(f"sigma hopping Vs = {Vs:.2f} eV")
print(f"pi hopping Vp = {Vp:.2f} eV")
print(f"atom spacing a = {a:.2f} angstrom")
print(f"volume per atom = {a**3:.1f} angstrom^3")
print(f"tilt angle = {np.degrees(theta):.1f} degrees")
print(f"tilted hopping t = {t:.4f} eV")
print(f"hopping ratio g = {g:.4f}")
print(f"angle of zero hopping = {np.degrees(theta_zero):.1f} degrees")
print("UNIFORM CHAIN")
print(f"-K per atom, aligned = {mk0:.4f} eV")
print(f"-K per atom, tilted = {mk1:.4f} eV")
print(f"optical weight, aligned = {to_weight * mk0:.0f} eV S/cm")
print(f"optical weight, tilted = {to_weight * mk1:.0f} eV S/cm")
print(f"loss of weight = {100 * (1 - g):.1f} percent")
print(f"plasma energy, aligned = {plasma(mk0):.2f} eV")
print(f"plasma energy, tilted = {plasma(mk1):.2f} eV")
print("PINNING OF THE ORBITAL")
print(f"least pinning energy = {D_min:.3f} eV")
print(f"pinning energy used = {D_example:.2f} eV")
print(f"Drude part of -K = {drude:.4f} eV")
print(f"interband part of -K = {inter:.4f} eV")
print(f"total -K, two orbitals = {total:.4f} eV")
print(f"interband onset = {onset:.3f} eV")
print(f"unpinned -K, angle zero = {free0:.4f} eV")
print(f"unpinned -K, tilted = {free1:.4f} eV")
print("DIMERIZED CHAIN")
print(f"bond alternation delta = {delta:.2f}")
print(f"gap, aligned = {4 * Vs * delta:.3f} eV")
print(f"gap, tilted = {4 * t * delta:.3f} eV")
print(f"-K per atom, aligned = {dim0:.4f} eV")
print(f"-K per atom, tilted = {dim1:.4f} eV")
print(f"optical weight, aligned = {to_weight * dim0:.0f} eV S/cm")
print(f"optical weight, tilted = {to_weight * dim1:.0f} eV S/cm")
for cut in (1.8, 4.0):
    print(f"-K part below {cut:.1f} eV, aligned = {window(Vs, cut):.4f} eV")
    print(f"-K part below {cut:.1f} eV, tilted = {window(t, cut):.4f} eV")
print(f"crossover photon energy = {crossover:.3f} eV")
print(f"static permittivity, aligned = {eps0:.1f}")
print(f"static permittivity, tilted = {eps1:.1f}")
print("NEGLECTED EFFECTS")
print(f"weight change at 300 K = {heat300:.3f} percent")
print(f"weight change at 900 K = {heat900:.3f} percent")
print(f"tilt scatter (standard deviation) = {spread:.1f} degrees")
print(f"weight ratio with tilt scatter = {rough_ratio:.4f}")
print(f"bond lengths = {a*(1-delta/2):.2f}, {a*(1+delta/2):.2f} angstrom")
print(f"their effect on weight = {100*(uneven0/dim0-1):.2f} percent")
print(f"cluster repulsion U = {U:.2f} eV")
print(f"cluster site energies = +/- {site_energy:.2f} eV")
print(f"cluster weight ratio = {cluster_ratio:.4f}")
print("all assertions hold")
```

It prints:

```
sigma hopping Vs = 2.00 eV
pi hopping Vp = -0.30 eV
atom spacing a = 3.00 angstrom
volume per atom = 27.0 angstrom^3
tilt angle = 25.0 degrees
tilted hopping t = 1.5892 eV
hopping ratio g = 0.7946
angle of zero hopping = 68.8 degrees
UNIFORM CHAIN
-K per atom, aligned = 2.5465 eV
-K per atom, tilted = 2.0234 eV
optical weight, aligned = 32455 eV S/cm
optical weight, tilted = 25789 eV S/cm
loss of weight = 20.5 percent
plasma energy, aligned = 12.39 eV
plasma energy, tilted = 11.05 eV
PINNING OF THE ORBITAL
least pinning energy = 0.755 eV
pinning energy used = 3.00 eV
Drude part of -K = 2.0234 eV
interband part of -K = 0.3988 eV
total -K, two orbitals = 2.4223 eV
interband onset = 3.001 eV
unpinned -K, angle zero = 2.5750 eV
unpinned -K, tilted = 2.5750 eV
DIMERIZED CHAIN
bond alternation delta = 0.20
gap, aligned = 1.600 eV
gap, tilted = 1.271 eV
-K per atom, aligned = 2.6751 eV
-K per atom, tilted = 2.1256 eV
optical weight, aligned = 34094 eV S/cm
optical weight, tilted = 27091 eV S/cm
-K part below 1.8 eV, aligned = 1.1927 eV
-K part below 1.8 eV, tilted = 1.4696 eV
-K part below 4.0 eV, aligned = 2.4200 eV
-K part below 4.0 eV, tilted = 2.0001 eV
crossover photon energy = 2.052 eV
static permittivity, aligned = 42.3
static permittivity, tilted = 53.0
NEGLECTED EFFECTS
weight change at 300 K = -0.011 percent
weight change at 900 K = -0.098 percent
tilt scatter (standard deviation) = 8.0 degrees
weight ratio with tilt scatter = 0.7853
bond lengths = 2.70, 3.30 angstrom
their effect on weight = -10.48 percent
cluster repulsion U = 2.00 eV
cluster site energies = +/- 0.30 eV
cluster weight ratio = 0.7854
all assertions hold
```
